# Scattering-matrix composition for thick-oxide tunnelling, and where transfer matrices lose precision

## Result

Cut a tunnel oxide into slices of constant potential. Describe everything to the left of some plane by four amplitudes: $r,t$ for a wave arriving from the left and $r',t'$ for one arriving from the right. Two neighbouring sections $A$ (left) and $B$ (right) combine as

$$t=\frac{t_At_B}{D},\quad r=r_A+\frac{t'_Ar_Bt_A}{D},\quad r'=r'_B+\frac{t_Br'_At'_B}{D},\quad t'=\frac{t'_At'_B}{D},\qquad D=1-r'_Ar_B .$$

Under the barrier this uses the decaying factors $e^{-\kappa w}$ and never their inverses.

The transfer matrix $P$, which carries amplitudes from left to right, is algebraically equivalent but has entries of order $e^{K}$, where $K=\sum\kappa w$. Its determinant is a difference of two products, each about $1/T$ times larger than the result, $T$ being the transmission probability. With machine precision $\varepsilon$, the relative error of the determinant, and of a transmission amplitude obtained by that subtraction, is therefore of order $\varepsilon/T$ for an oxide without an enclosed well. The loss is then selective: the large entry $P_{22}$ remains accurate and yields a good $t$ until it overflows, although $T$, formed by squaring, leaves the double-precision range at about half that $K$.

## Model and single elements

The electron moves in one dimension with effective mass $m$ and energy $E$, in a real potential $V$. Slices $1,\dots,N$ have widths $w_j$; contacts $0$ and $R=N+1$ carry propagating waves. In each region

$$\psi=a\,e^{ik\xi}+b\,e^{-ik\xi},\qquad k=\frac{\sqrt{2m(E-V)}}{\hbar},\qquad q=\frac{k}{m},$$

with $\xi$ measured from the left edge of the region (from the oxide face in the left contact). Under the barrier $k=i\kappa$ with $\kappa>0$, and $q=is$ with $s=\kappa/m$. At an interface $\psi$ and $\psi'/m$ are continuous, which conserves current when the mass changes.

**Interface.** For a unit wave from the left, continuity gives $1+r=t$ and $q_L(1-r)=q_Rt$, where $L,R$ here label the two sides. Substituting the first equation into the second gives $q_L-q_R=(q_L+q_R)r$, so

$$r=\frac{q_L-q_R}{q_L+q_R},\qquad t=\frac{2q_L}{q_L+q_R}.$$

Exchanging the sides gives $r'=-r$ and $t'=2q_R/(q_L+q_R)$.

**Slice.** Crossing a slice in either direction multiplies the wave by $p=e^{ikw}$, without reflection. Under the barrier $p=e^{-\kappa w}<1$.

## Composition

Let $u$ and $v$ be the right-going and left-going amplitudes at the plane between $A$ and $B$. For a unit wave from the left,

$$u=t_A+r'_Av,\qquad v=r_Bu\quad\Rightarrow\quad u=\frac{t_A}{1-r'_Ar_B}.$$

The outgoing waves are $t=t_Bu$ and $r=r_A+t'_Av$, which are the first two formulas. For a unit wave from the right, $v=t'_B+r_Bu$ and $u=r'_Av$, so $v=t'_B/D$. Then $t'=t'_Av$ and $r'=r'_B+t_Bu$ give the other two. When $|r'_Ar_B|<1$, expanding $1/D$ gives the sum over repeated reflections between the sections.

If $B$ is a slice, then $r_B=r'_B=0$ and $D=1$, so composition reduces to $t\to pt$, $t'\to pt'$, $r'\to p^2r'$, with $r$ unchanged.

## Why the composed amplitudes stay bounded

Suppose $V>E$ throughout the oxide. The amplitude $r'$ belongs to the solution that leaves to the left. Define $Y=\psi'/(m\psi)$ for it. Its current is constant and nonzero, so $\psi$ has no zero and $Y$ is finite. In the left contact $Y=-iq_0$, and $Y$ is continuous across interfaces. Inside a slice $\psi''=\kappa^2\psi$, hence

$$Y'=\frac{\psi''}{m\psi}-\frac{\psi'^2}{m\psi^2}=m(s^2-Y^2).$$

With $Y=y_1+iy_2$, the real part obeys $y_1'=m(s^2-y_1^2+y_2^2)$. At $y_1=0$ the right side is positive, so $y_1$ starts at zero, becomes positive and cannot return.

In the slice the left-going amplitude is $b$ and the reflected one is $a=r'b$. Therefore $Y=s(b-a)/(b+a)=s(1-r')/(1+r')$, which inverts to

$$r'=\frac{s-Y}{s+Y},\qquad |s-Y|^2-|s+Y|^2=-4sy_1\le0 .$$

Thus $|r'|\le1$. Crossing the slice multiplies $r'$ by $p^2<1$. The next interface has a reflection of modulus at most 1: two evanescent sides give $|s_L-s_R|/(s_L+s_R)<1$, and the exit contact gives modulus 1. Hence $|r'_Ar_B|<1$ at every step from left to right, and $D$ cannot vanish. The mirror argument, started from the outgoing wave in the right contact, bounds the reflection of any right-hand section seen from the oxide.

The transmission amplitudes of the left-hand sections are bounded too. Since $(|\psi|^2)'=2my_1|\psi|^2\ge0$, the solution that defines $r'$ grows in modulus to the right. It equals $t'$ at the left oxide face and $1+r'$ at the right end of the section, so $|t'|\le|1+r'|\le2$; in the exit contact $|r'|\le1$ follows from current conservation. For a unit wave from the left, the mirror argument shows that $|\psi|$ falls to the right, from $|1+r|$ to $|t|$. Current conservation gives $|r|\le1$, so $|t|\le2$.

## Pseudocode and cost

```
k[j] = sqrt(2 m[j] (E - V[j])) / hbar,  Im k >= 0
q[j] = k[j] / m[j]
S = interface(q[0], q[1])
for j = 1 ... N:
    save tA[j] = S.t,  rA[j] = S.r'
    p[j] = exp(i k[j] w[j])
    S = (S.r, p[j] S.t, p[j]^2 S.r', p[j] S.t')
    S = compose(S, interface(q[j], q[j+1]))
T = (q[N+1] / q[0]) |S.t|^2

# wave inside the oxide, if wanted
G = 0
for j = N ... 1:
    (r, t, r', t') = interface(q[j], q[j+1])
    G = p[j]^2 (r + t' G t / (1 - r' G))
    a[j] = tA[j] / (1 - rA[j] G)
    b[j] = G a[j]
```

The factor $q_R/q_0$ in $T$ converts squared amplitudes to current. In the second sweep, $G$ is the reflection of everything to the right, seen from the left edge of slice $j$; the formula for $a_j$ is the one for $u$ above.

The work is proportional to $N$ per energy. Transmission alone needs constant memory, and just two of the four recurrences, because the updates of $t$ and $r'$ do not involve $r$ or $t'$. The interior wave needs storage proportional to $N$.

## The equivalent transfer product

At an interface, continuity reads $a_R+b_R=a_L+b_L$ and $a_R-b_R=\rho(a_L-b_L)$, with $\rho=q_L/q_R$. Half the sum and half the difference give

$$\begin{pmatrix}a_R\\b_R\end{pmatrix}=\frac12\begin{pmatrix}1+\rho&1-\rho\\1-\rho&1+\rho\end{pmatrix}\begin{pmatrix}a_L\\b_L\end{pmatrix}.$$

A slice contributes $\mathrm{diag}(p,1/p)$, and $1/p=e^{\kappa w}$ is the growing exponential. The ordered product is $P$. The determinant of an interface matrix is $[(1+\rho)^2-(1-\rho)^2]/4=\rho$, and that of a slice is 1. The ratios telescope to $\det P=q_0/q_R$.

With no wave arriving from the right, $0=P_{21}+P_{22}r$, so $r=-P_{21}/P_{22}$ and

$$t=P_{11}+P_{12}r=P_{11}-\frac{P_{12}P_{21}}{P_{22}}=\frac{\det P}{P_{22}} .$$

The last two forms are equal in exact arithmetic and very different in floating point.

**Size of the cancellation.** Since $V$ is real, $\psi^*$ is also a solution. In the contacts, conjugation replaces $(a,b)$ by $(b^*,a^*)$. Requiring $P$ to carry this solution too gives $P_{11}=P_{22}^*$ and $P_{12}=P_{21}^*$. Then

$$T=\frac{q_R}{q_0}|t|^2=\frac{1}{\det P}\,\frac{(\det P)^2}{|P_{22}|^2}=\frac{\det P}{P_{11}P_{22}},$$

and therefore

$$\frac{P_{11}P_{22}}{\det P}=\frac1T,\qquad\frac{P_{12}P_{21}}{\det P}=\frac1T-1 .$$

Two numbers of size $1/T$ are subtracted to leave 1. Rounding the entries by a relative $\varepsilon$ changes the difference by about $\varepsilon/T$. Once $T<\varepsilon$, the stored entries no longer contain the determinant, and no later arithmetic on them alone can recover it. The same holds for $t$ by subtraction: rounding $P_{11}$ leaves an error $\varepsilon|P_{11}|$, and $|P_{11}|/|t|=|P_{22}|^2/\det P=1/T$.

**Flat barrier.** One slice between equal contacts shows this in closed form. The two interface ratios are $\rho_0=q_0/(is)$ and $\rho_1=is/q_0$, with $\rho_0\rho_1=1$. Put $\eta=s/q_0-q_0/s$ and $\sigma=s/q_0+q_0/s$, so that $\rho_0+\rho_1=i\eta$ and $\rho_1-\rho_0=i\sigma$. Multiplying the three matrices gives

$$P_{22}=\tfrac14\left[(2-i\eta)e^{-K}+(2+i\eta)e^{K}\right]=\cosh K+\tfrac{i\eta}{2}\sinh K,$$

$$P_{11}=P_{22}^*,\qquad P_{21}=-P_{12}=\tfrac{i\sigma}{2}\sinh K .$$

Because $\sigma^2-\eta^2=4$,

$$\det P=\cosh^2K+\tfrac{\eta^2-\sigma^2}{4}\sinh^2K=\cosh^2K-\sinh^2K .$$

The numerical determinant has to obtain 1 from the products $P_{11}P_{22}$ and $P_{12}P_{21}=\tfrac{\sigma^2}{4}\sinh^2K$, which both approach $\sigma^2e^{2K}/16$. The subtraction is harmless as long as $\sigma\sinh K$ is not large. For large $K$, $P_{22}$ is dominated by its growing term, which nothing cancels, so it keeps its relative accuracy.

## Worked example: an 8 nm oxide at 2 MV/cm

The barrier is 3.1 eV at the left face, $E=0.1$ eV above the left band edge, and the masses are 0.4 in the oxide and 0.9 in the contacts, in free-electron masses. The oxide drop is 1.6 V, so the electron stays below the barrier throughout. There are 160 slices of 0.05 nm, each with its midpoint potential.

With $q$ in nm$^{-1}$ per free-electron mass, $q_0=1.5370/0.9=1.708$ and $q_1=i\,5.6075/0.4=14.02\,i$. The first interface gives

$$r=\frac{1.708-14.02i}{1.708+14.02i}=-0.971-0.240i,\qquad t=1+r=0.029-0.240i .$$

The first slice has $p=e^{-5.6075\times0.05}=0.7555$. Continuing to the right contact gives $|t|=1.17\times10^{-17}$ and $T=5.69\times10^{-34}$.

A hand estimate checks this. Neglect repeated reflections. Each internal interface contributes $2s_L/(s_L+s_R)$, which tends to $\sqrt{s_L/s_R}$ for small steps; their product is $\sqrt{s_1/s_N}$. Including the two contacts,

$$T\approx\frac{4q_0s_1}{q_0^2+s_1^2}\,\frac{4q_Rs_N}{q_R^2+s_N^2}\,e^{-2K}.$$

Here $q_R=6.3370/0.9=7.04$, $s_N=3.8407/0.4=9.60$ and $K=38.23$. The product is $0.480\times1.91\times6.22\times10^{-34}=5.7\times10^{-34}$.

Two kinds of error must be kept apart. Against the exact Airy-function solution of the tilted barrier, slicing changes $T$ by a relative $6.0\times10^{-6}$; halving the slice width divides this by 3.9, close to the factor 4 of a second-order scheme. Rounding is far smaller: against an 80-digit transfer product for 1 nm and 8 nm oxides, all four composed amplitudes agree to a relative $1.5\times10^{-15}$. The largest modulus in any partial composition is 1.985, while the largest entry of $P$ is $2.1\times10^{16}$.

## Measured loss of precision

In the table the field is held at 2 MV/cm. $K$ is taken at 0.1 eV. $T$ and the subtraction error are medians over 41 energies from 0.08 to 0.12 eV; the last column is the maximum over them. Errors are relative to the composed $t$.

| $d$ (nm) | $K$ | $T$ | $t$ by subtraction | $t=(q_0/q_R)/P_{22}$ |
|---|---|---|---|---|
| 1 | 5.5 | 6.5e-6 | 2.9e-11 | 2.3e-15 |
| 2 | 10.8 | 2.0e-10 | 9.5e-7 | 2.6e-15 |
| 3 | 16.0 | 8.3e-15 | 2.0e-2 | 3.6e-15 |
| 4 | 20.9 | 5.1e-19 | 3.5e2 | 4.0e-15 |
| 8 | 38.2 | 5.7e-34 | 2.3e17 | 5.2e-15 |

The logarithm of the subtraction error rises with $\ln(1/T)$ with slope 0.995, against the predicted 1. At 8 nm, $\varepsilon/T=3.9\times10^{17}$, close to the measured $2.3\times10^{17}$. Computing $P$ to 80 digits and then rounding just its four entries to double precision still leaves a relative determinant error of $1.6\times10^{17}$. The loss therefore lies in the stored representation, whatever the care taken in the multiplication.

Thickness matters through $T$. At 10 MV/cm the same 8 nm oxide has $V=E$ after 3 nm, and the wave propagates beyond. Then $K=11.2$, $T=7.5\times10^{-11}$, and the subtraction error is $1.5\times10^{-5}$. This is about $5\varepsilon/T$, against 0.6 to 0.9 times $\varepsilon/T$ in the low-field cases. In this high-field case the prefactor grows with finer slicing, to about 20 with 1600 slices and about 80 with 16000; for the fully evanescent 3 nm oxide it stays below 1.

## The wave inside the oxide

Marching $(1,r)$ from left to right with the transfer steps fails even when $r$ is correct to the last digit. Its rounding error, of order $\varepsilon$, excites the growing solution. The true wave falls roughly as $e^{-K(x)}$ and the error grows as $\varepsilon e^{K(x)}$, where $K(x)$ is the sum up to depth $x$. They meet near

$$K(x)=\tfrac12\ln(1/\varepsilon)=18.0 .$$

The marched $|\psi|$ has its minimum at 3.5 nm, where $K(x)=18.5$, and then rises. At 4 nm it is $3.5\times10^{-8}$ instead of $2.2\times10^{-10}$. At 8 nm it is 1.3 instead of $1.2\times10^{-17}$, for unit incident amplitude. These marched values start from the composed $r$ and depend on its last digits; a correctly rounded $r$ gives a minimum near 3.6 nm, about $10^{-8}$ at 4 nm and about 0.3 at 8 nm. The two-sweep algorithm agrees with the 80-digit wave to a relative $1.4\times10^{-15}$ throughout.

## Failure modes

**Overflow and underflow.** In double precision $P$ overflows near $K=710$, which for a field-free oxide with $\kappa=5.61$ nm$^{-1}$ means about 126 nm. At 200 nm the composed $r=-0.971-0.240i$ is still correct, but $t$ underflows to zero. If $T$ is needed there, accumulate $\ln|t|=\ln|t_A|+\ln|t_B|-\ln|D|$. The square $|t|^2$ underflows at about half the $K$ at which $t$ does.

**Transmission from reflection.** Computing $T=1-|r|^2$ fails for $T\lesssim\varepsilon$ with either method, because $|r|^2$ then rounds to about 1.

**Wells in the oxide.** The bound on $r'$ assumed $V>E$ throughout the oxide, which excludes a propagating region enclosed between barriers. Near a quasi-bound state in such a well, $r'_Ar_B$ can approach 1. When both factors have modulus near 1, their rounding gives $D$ a relative error of order $\varepsilon/|D|$. The transfer product suffers too: at resonance $P_{22}$ is itself a small difference of large terms, so it loses accuracy, and the determinant error can far exceed $\varepsilon/T$.

**Energy equal to a slice potential.** At $k=0$ the two exponentials coincide and the linear solution is missing. In a sloping potential, shifting the slice edges avoids this; in a flat region, change $E$ slightly.

**Wrong square root.** Choosing $\mathrm{Im}\,k<0$ turns $p$ into a growing factor. The bounds above then no longer hold. In the tilted 8 nm example $t$ and $r'$ reach a few thousand and the final $t$ stays accurate, but in a field-free oxide they grow exponentially with $K$ and have overflowed by 70 nm.

## Relation to a real oxide

The parameters are rough typical values for the tunnel oxide of a floating-gate memory during retention, for silicon valleys whose long axis lies along the current. The field is about a fifth of a rough breakdown field of 10 MV/cm. The digits of $T$ above test the numerics and do not predict leakage. Raising the oxide mass to 0.5 multiplies $T$ by about $10^{-4}$. A two-band dispersion with a 9 eV gap and unchanged band-edge mass multiplies it by $2\times10^{4}$ if the mass in the matching condition is scaled with $\kappa^2$, and by $4\times10^{4}$ if that mass is kept at 0.4. Image forces, estimated roughly with a single image charge in each of two ideal-metal faces, give a factor of about 300 for an oxide permittivity of 2.1 (304 with 160 slices, 317 with much finer ones) and about 30 for 3.9. This is too large because metal responds more strongly than silicon and the further images are left out: at permittivity 2.1 the full series of metal images gives about 200, and silicon faces about 55; a contact mass of 0.2 gives about 2. Averaging over a Boltzmann distribution of energies, which assumes a non-degenerate contact and so does not describe a heavily doped gate, gives 0.19 at 300 K and 0.28 at 358 K, relative to $T$ at the fixed 0.1 eV; this ignores transverse motion, which for a transverse mass of 0.19 and conserved transverse momentum raises the values to about 0.25 and 0.40. The assumption with the largest estimated effect is a trap-free oxide. Suppose traps cover an assumed fraction $10^{-6}$ of the area and sit where they divide $K$ equally, about 3.6 nm from the left face. Each part of the path then has a transmission near $\sqrt T$, and the leakage rises by a factor of order $10^{-6}/\sqrt T\approx4\times10^{10}$, or half of this when the two steps are added in series; a trap level at the electron energy is assumed. The position matters: for a trap at 4 nm the first part has $K=20.9$ and a transmission of only about $e^{-41.8}\approx7\times10^{-19}$, which limits the factor to about $10^{9}$. For such an oxide, direct tunnelling is then a negligible part of the leakage. The numerical output follows.

## Values computed for the example and the checks

```
barrier 3.1 eV, E 0.1 eV, oxide 8.0 nm, field 2.0 MV/cm
masses: oxide 0.4, contacts 0.9 (free electron masses)
slices 160, width 0.050 nm, oxide drop 1.60 V
k left 1.5370, k right 6.3370 1/nm
kappa first slice 5.6075, last 3.8407 1/nm
q left 1.7077, first slice 14.0187 i (1/nm per mass)
first interface r -0.9708-0.2401j, t 0.0292-0.2401j
first interface r' 0.9708+0.2401j, t' 1.9708+0.2401j
first slice decay factor p 0.7555
K 38.230, exp(-2K) 6.217e-34
composed |t| 1.1745e-17, T 5.6878e-34
Airy T 5.6878e-34, slice error 6.02e-06
slice error at 320 slices 1.55e-06, ratio 3.885
largest relative error of composed S 1.5e-15
largest entry: partial S 1.985, P 2.065e+16
|P11 P22|/det 1.7582e+33, 1/T 1.7582e+33
machine eps 2.220e-16, eps/T 3.90e+17
det error from rounding stored entries only 1.6e+17
d (nm), K, T, error of t by difference, error of t by P22:
  1  5.52  6.45e-06  2.9e-11  2.3e-15
  2  10.84  1.98e-10  9.5e-07  2.6e-15
  3  15.96  8.32e-15  2.0e-02  3.6e-15
  4  20.88  5.08e-19  3.5e+02  4.0e-15
  6  30.04  6.67e-27  2.5e+10  4.0e-15
  8  38.23  5.69e-34  2.3e+17  5.2e-15
slope of ln(error) against ln(1/T) 0.995
8 nm at 10 MV/cm: K 11.23, T 7.45e-11
  error by difference 1.5e-05, by P22 4.7e-15
x (nm), |psi| composed, |psi| marched (incident amplitude 1):
  0  2.424e-01  2.424e-01
  2  4.918e-06  4.918e-06
  3  2.991e-08  3.016e-08
  4  2.246e-10  3.518e-08
  6  2.483e-14  3.495e-04
  8  1.175e-17  1.342e+00
largest relative error of composed wave 1.4e-15
marched minimum at 3.50 nm, K(x) 18.45
half ln(1/eps) 18.02
field-free kappa 5.612 1/nm, overflow near 126 nm
200 nm: composed r -0.9708-0.2399j, |t| in double 0.0e+00
factors on T from neglected effects:
  oxide mass 0.5: 1.4e-04; contact mass 0.2: 1.93
  two-band dispersion, gap 9 eV, same mass: 2.3e+04
  image force, ideal metal, permittivity 2.1: 3.0e+02
  thermal average 300 K: 0.19; 358 K: 0.28
  mid-barrier traps, assumed coverage 1e-06: 4e+10 (rough)
field / rough breakdown field of 10 MV/cm: 0.20
```
